# Bruggeman–Hanai mixing for insulating and perfectly conducting spheres: a program that tests the result

```python
"""Differential (Bruggeman-Hanai) mixing of spheres into a host.

Result under test, for inclusion volume fraction phi:
  (ep - e)/(ep - em) * (em/e)**(1/3) = 1 - phi
with em, ep, e the complex permittivities of host, inclusions and mixture.
Limits: insulating spheres, conductivity ratio (1-phi)**(3/2);
        perfectly conducting spheres, permittivity ratio (1-phi)**(-3).
Time convention exp(+i w t): e = e' - i sigma/(w eps0), relative units.
Material inputs are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq


def surface_potential(edges, permittivities, cells=600):
    """Finite elements for potential f(r) cos(theta), unit far field.

    The sphere has radius 1; the last layer is the surrounding medium.
    Returns f(1), which equals the mean field inside the sphere.
    """
    x, eps = [np.log(edges[0])], []
    for low, high, value in zip(edges[:-1], edges[1:], permittivities):
        x.extend(np.linspace(np.log(low), np.log(high), cells + 1)[1:])
        eps.extend([value] * cells)
    x, eps = np.array(x), np.array(eps, dtype=complex)
    h = np.diff(x)
    r = np.exp(0.5 * (x[1:] + x[:-1]))
    stiff, mass = eps * r / h, eps * r * h / 3
    diagonal = np.zeros(len(x), dtype=complex)
    diagonal[:-1] += stiff + 2 * mass
    diagonal[1:] += stiff + 2 * mass
    off = mass - stiff
    bands = np.zeros((3, len(x) - 1), dtype=complex)
    bands[0, 1:] = off[:-1]
    bands[1] = diagonal[:-1]
    bands[2, :-1] = off[:-1]
    rhs = np.zeros(len(x) - 1, dtype=complex)
    rhs[-1] = -off[-1] * edges[-1]
    return solve_banded((1, 1), bands, rhs)[len(x) - 1 - cells]


def add_batches(host, sphere, phi, batches):
    """Add equal small volumes of spheres to one unit volume of host."""
    volume, mixture = 1.0, complex(host)
    added = phi / (1 - phi) / batches
    for _ in range(batches):
        volume += added
        fraction = added / volume
        mixture += (3 * fraction * mixture * (sphere - mixture)
                    / (sphere + 2 * mixture))
    return mixture


def build(host, sphere, phi, batches=2000):
    """Batch mixing extrapolated to infinitely many batches."""
    return (2 * add_batches(host, sphere, phi, 2 * batches)
            - add_batches(host, sphere, phi, batches))


def insulating_law(phi):
    return (1 - phi) ** 1.5


def conducting_law(phi):
    return (1 - phi) ** -3


def metal_core_shell(shell_eps, core_fraction):
    return shell_eps * (1 + 2 * core_fraction) / (1 - core_fraction)


# Single-sphere field, including a complex contrast
for contrast in (0.01, 5.0, 4 - 7j):
    numeric = surface_potential([1e-3, 1, 40], [contrast, 1])
    assert abs(numeric * (contrast + 2) / 3 - 1) < 1e-3
pole_factor = (1e4 * surface_potential([1e-3, 1, 40], [1e4, 1])).real
assert abs(pole_factor - 3) < 3e-3

# Metal core with dielectric shell, and insulating core with surface current
numeric = surface_potential([1e-3, 0.8, 1, 40], [1e6, 2, 1])
assert abs(numeric * (metal_core_shell(2, 0.8**3) + 2) / 3 - 1) < 1e-3
sheet = 1.0
thin = 1e-3
numeric = surface_potential([1e-3, 1 - thin, 1, 40], [1e-9, sheet / thin, 1])
assert abs(numeric * (2 * sheet + 2) / 3 - 1) < 3e-3

# Integrated relation on the principal branch, and monotonic phase
host_c, sphere_c = 3 - 0.2j, 10 - 40j
phases, largest_residual = [np.angle(host_c)], 0.0
for phi in (0.1, 0.3, 0.5, 0.7, 0.9):
    mix = build(host_c, sphere_c, phi)
    left = (sphere_c - mix) / (sphere_c - host_c) * (host_c / mix) ** (1 / 3)
    largest_residual = max(largest_residual, abs(left - (1 - phi)))
    phases.append(np.angle(mix))
phases.append(np.angle(sphere_c))
assert largest_residual < 1e-4
assert np.all(np.diff(phases) < 0)

# Both power laws, from explicit mixing
error_ins = error_con = 0.0
for phi in (0.1, 0.2, 0.4, 0.6):
    error_ins = max(error_ins,
                    abs(build(1, 0, phi) / insulating_law(phi) - 1))
    error_con = max(error_con,
                    abs(build(1, 1e12, phi) / conducting_law(phi) - 1))
assert error_ins < 1e-4 and error_con < 1e-4

# Leading corrections for finite contrast
y_con, y_ins = conducting_law(0.2), insulating_law(0.6)
shift = build(1, 1000, 0.2).real - y_con
assert abs(shift / (-3 * y_con * (y_con - 1) / 1000) - 1) < 0.05
shift = build(1, 0.001, 0.6).real - y_ins
assert abs(shift / (1.5 * 0.001 * (1 - y_ins)) - 1) < 0.05


def coated_energy(phi, reflected):
    """Field energy in the shell of a coated sphere, unit mean field."""
    core3 = phi
    amplitude = 1 / (1 + reflected * core3)

    def density(r):
        radial = amplitude * (1 - 2 * reflected * core3 / r**3)
        tangential = amplitude * (1 + reflected * core3 / r**3)
        return r**2 * (radial**2 + 2 * tangential**2)
    return quad(density, phi ** (1 / 3), 1)[0]


def coated_conducting(phi):
    return (1 + 2 * phi) / (1 - phi)


def coated_insulating(phi):
    return 2 * (1 - phi) / (2 + phi)


for phi in (0.2, 0.6):
    assert abs(coated_energy(phi, -1) / coated_conducting(phi) - 1) < 1e-8
    assert abs(coated_energy(phi, 0.5) / coated_insulating(phi) - 1) < 1e-8

# Example A: nickel spheres in a polymer
frequency = 1e3
omega = 2 * np.pi * frequency
phi_a, radius_a = 0.20, 1e-6
polymer_eps, polymer_sigma = 3.5, 1e-12
nickel_sigma, nickel_mu = 1.4e7, 100
oxide_eps, oxide_thickness = 12.0, 3e-9
host_a = polymer_eps - 1j * polymer_sigma / (omega * const.epsilon_0)
nickel_eps = 1 - 1j * nickel_sigma / (omega * const.epsilon_0)
mix_a = build(host_a, nickel_eps, phi_a)
eps_a = polymer_eps * conducting_law(phi_a)
assert abs(mix_a.real / eps_a - 1) < 1e-4
tan_host, tan_mix = -host_a.imag / host_a.real, -mix_a.imag / mix_a.real
assert abs(tan_mix / tan_host - 1) < 1e-3
coated_eps = metal_core_shell(oxide_eps,
                              (1 - oxide_thickness / radius_a) ** 3)
oxide_shift = build(polymer_eps, coated_eps, phi_a).real / eps_a - 1
skin = np.sqrt(2 / (omega * const.mu_0 * nickel_mu * nickel_sigma))
expansion, heating = 1.8e-4, 50.0
phi_hot = phi_a / (phi_a + (1 - phi_a) * (1 + expansion * heating))
thermal_shift = conducting_law(phi_hot) / conducting_law(phi_a) - 1
rms_factor = np.sqrt(mix_a.real / polymer_eps / (1 - phi_a))
assert abs(rms_factor * (1 - phi_a) ** 2 - 1) < 1e-4
applied, strength = 0.01, 0.2
local_field = applied * rms_factor * pole_factor
cubic_gap = 2 * radius_a * ((np.pi / (6 * phi_a)) ** (1 / 3) - 1)

# Tunnelling conductance per area: sum over transverse wave vectors
barrier = 1.0
decay = np.sqrt(2 * const.m_e * barrier * const.e) / const.hbar


def transverse_sum(gap):
    return (np.exp(-2 * decay * gap) / (2 * np.pi)
            * (decay / (2 * gap) + 1 / (4 * gap**2)))


trial = 1e-9
scaled = quad(lambda s: s / (2 * np.pi) * np.exp(
    -2 * decay * trial * np.sqrt(1 + s**2)), 0, 8, epsabs=0, epsrel=1e-9)[0]
assert abs(scaled * decay**2 / transverse_sum(trial) - 1) < 1e-6


def log_current_ratio(gap):
    tunnel = 2 * const.e**2 / const.h * transverse_sum(gap)
    displacement = omega * const.epsilon_0 * polymer_eps / gap
    return np.log(tunnel / displacement)


tunnel_gap = brentq(log_current_ratio, 0.5e-9, 10e-9)

# Example B: silicate grains in salt water
phi_b, radius_b = 0.60, 1e-4
water_sigma, water_eps, grain_eps = 5.0, 80.0, 4.5
sheet_conductance, temperature_rate = 1e-9, 0.02
host_b = water_eps - 1j * water_sigma / (omega * const.epsilon_0)
mix_b = build(host_b, grain_eps, phi_b)
sigma_b = water_sigma * insulating_law(phi_b)
assert abs(-mix_b.imag * omega * const.epsilon_0 / sigma_b - 1) < 1e-4
ratio_b = insulating_law(phi_b)
eps_b = water_eps * ratio_b + 1.5 * grain_eps * (1 - ratio_b)
assert abs(mix_b.real / eps_b - 1) < 1e-3
grain_sigma = 2 * sheet_conductance / radius_b
surface_shift = 1.5 * grain_sigma / water_sigma * (1 / ratio_b - 1)
displacement_ratio = omega * const.epsilon_0 * water_eps / water_sigma

print("TESTS")
print(f"Integrated relation, largest residual: {largest_residual:.1e}")
print(f"3/2 law, largest relative error: {error_ins:.1e}")
print(f"-3 law, largest relative error: {error_con:.1e}")
print(f"Pole field / far field, contrast 1e4: {pole_factor:.4f}")
print("EXAMPLE A: nickel spheres in polymer (rough inputs)")
print(f"Frequency: {frequency / 1e3:.1f} kHz")
print(f"Volume fraction: {phi_a:.2f}")
print(f"Sphere radius: {radius_a * 1e6:.1f} um")
print(f"Polymer relative permittivity: {polymer_eps:.2f}")
print(f"Polymer conductivity: {polymer_sigma:.1e} S/m")
print(f"Nickel conductivity: {nickel_sigma:.1e} S/m")
print(f"Nickel |permittivity|/polymer: {abs(nickel_eps / host_a):.2e}")
print(f"Permittivity ratio, -3 law: {conducting_law(phi_a):.4f}")
print(f"Mixture relative permittivity, -3 law: {eps_a:.3f}")
print(f"Same, explicit mixing: {mix_a.real:.3f}")
print(f"Loss tangent, host: {tan_host:.3e}; mixture: {tan_mix:.3e}")
print(f"Coated-sphere permittivity ratio: {coated_conducting(phi_a):.4f}")
print(f"Coated-sphere value relative to -3 law: "
      f"{100 * (coated_conducting(phi_a) / conducting_law(phi_a) - 1):.1f} %")
print(f"Oxide: {oxide_thickness * 1e9:.1f} nm, permittivity {oxide_eps:.1f}")
print(f"Oxidized sphere effective permittivity: {coated_eps:.0f}")
print(f"Oxide shift of mixture permittivity: {100 * oxide_shift:.2f} %")
print(f"Nickel relative permeability: {nickel_mu}")
print(f"Skin depth: {skin * 1e6:.0f} um")
print(f"Host volume expansion: {expansion:.1e} /K; heating {heating:.0f} K")
print(f"Thermal shift of permittivity ratio: {100 * thermal_shift:.2f} %")
print(f"Host rms field / applied field: {rms_factor:.4f}")
print(f"Applied field: {applied:.3f} MV/cm")
print(f"Estimated pole rms field: {local_field:.4f} MV/cm")
print(f"Polymer breakdown strength: {strength:.2f} MV/cm")
print(f"Surface gap in cubic array: {cubic_gap * 1e6:.3f} um")
print(f"Tunnel barrier: {barrier:.1f} eV")
print(f"Gap where tunnel = displacement current: {tunnel_gap * 1e9:.2f} nm")
print("EXAMPLE B: silicate grains in salt water (rough inputs)")
print(f"Volume fraction: {phi_b:.2f}; grain radius {radius_b * 1e6:.0f} um")
print(f"Water conductivity: {water_sigma:.2f} S/m")
print(f"Conductivity ratio, 3/2 law: {ratio_b:.4f}")
print(f"Mixture conductivity, 3/2 law: {sigma_b:.4f} S/m")
print(f"Coated-sphere conductivity ratio: {coated_insulating(phi_b):.4f}")
print(f"Coated-sphere value relative to 3/2 law: "
      f"{100 * (coated_insulating(phi_b) / ratio_b - 1):.1f} %")
print(f"Relative permittivity: water {water_eps:.1f}, grain {grain_eps:.1f}")
print(f"Mixture low-frequency permittivity, formula: {eps_b:.3f}")
print(f"Same, explicit mixing: {mix_b.real:.3f}")
print(f"Water permittivity times 3/2-law ratio: {water_eps * ratio_b:.3f}")
print(f"Surface conductance: {sheet_conductance:.1e} S")
print(f"Equivalent grain conductivity: {grain_sigma:.1e} S/m")
print(f"Surface-conduction relative shift: {surface_shift:.1e}")
print(f"Displacement/conduction current in water: {displacement_ratio:.1e}")
print(f"Water conductivity change: {100 * temperature_rate:.1f} %/K")
print(f"Mixture conductivity change for 10 K: "
      f"{sigma_b * temperature_rate * 10:.3f} S/m")
print("checks complete")
```

Output:

```
TESTS
Integrated relation, largest residual: 2.2e-07
3/2 law, largest relative error: 2.2e-08
-3 law, largest relative error: 3.5e-06
Pole field / far field, contrast 1e4: 2.9994
EXAMPLE A: nickel spheres in polymer (rough inputs)
Frequency: 1.0 kHz
Volume fraction: 0.20
Sphere radius: 1.0 um
Polymer relative permittivity: 3.50
Polymer conductivity: 1.0e-12 S/m
Nickel conductivity: 1.4e+07 S/m
Nickel |permittivity|/polymer: 7.19e+13
Permittivity ratio, -3 law: 1.9531
Mixture relative permittivity, -3 law: 6.836
Same, explicit mixing: 6.836
Loss tangent, host: 5.136e-06; mixture: 5.136e-06
Coated-sphere permittivity ratio: 1.7500
Coated-sphere value relative to -3 law: -10.4 %
Oxide: 3.0 nm, permittivity 12.0
Oxidized sphere effective permittivity: 3988
Oxide shift of mixture permittivity: -0.25 %
Nickel relative permeability: 100
Skin depth: 425 um
Host volume expansion: 1.8e-04 /K; heating 50 K
Thermal shift of permittivity ratio: -0.53 %
Host rms field / applied field: 1.5625
Applied field: 0.010 MV/cm
Estimated pole rms field: 0.0469 MV/cm
Polymer breakdown strength: 0.20 MV/cm
Surface gap in cubic array: 0.756 um
Tunnel barrier: 1.0 eV
Gap where tunnel = displacement current: 2.52 nm
EXAMPLE B: silicate grains in salt water (rough inputs)
Volume fraction: 0.60; grain radius 100 um
Water conductivity: 5.00 S/m
Conductivity ratio, 3/2 law: 0.2530
Mixture conductivity, 3/2 law: 1.2649 S/m
Coated-sphere conductivity ratio: 0.3077
Coated-sphere value relative to 3/2 law: 21.6 %
Relative permittivity: water 80.0, grain 4.5
Mixture low-frequency permittivity, formula: 25.281
Same, explicit mixing: 25.281
Water permittivity times 3/2-law ratio: 20.239
Surface conductance: 1.0e-09 S
Equivalent grain conductivity: 2.0e-05 S/m
Surface-conduction relative shift: 1.8e-05
Displacement/conduction current in water: 8.9e-07
Water conductivity change: 2.0 %/K
Mixture conductivity change for 10 K: 0.253 S/m
checks complete
```
